**Accelerator concentration by standard addition, with extrapolation error**

The program tests \(\hat c=(a-Q_B)/b\), where \(a\) and \(b\) are the intercept and slope of stripping charge against added concentration, \(Q_B\) is the mean blank charge and \(\hat c\) is the accelerator concentration in the cell. It asserts that the estimate and its standard error agree with a direct nonlinear fit, and that the Fieller limits agree with numerical root finding. It also asserts the curvature-bias formula on noise-free curved data and the quadratic-fit error against a four-parameter fit. Monte Carlo sampling tests the linear standard error and the coverage of the Fieller interval. For the illustrative data, the bath concentration is 6.11 mg/L with a standard error of 0.20 mg/L if the response is linear. Allowing curvature gives 6.38 mg/L with a standard error of 0.56 mg/L. With a simulated curvature of 0.05 mC L²/mg², the nominal 95% linear interval covers the true value in 68% of runs, while the curvature is detected in 12%.

## Numerical check

```python
"""
Standard addition for a plating accelerator measured by stripping charge.
Result under test: c = (a - QB)/b, with standard error
(s/b)*sqrt(1/m + 1/n + (c+xbar)^2/Sxx), its Fieller interval, and the
bias and extra uncertainty caused by a curved response.
x: added concentration in cell (mg/L); Q: stripping charge (mC);
QB: mean of m blanks; a, b: intercept and slope through n additions;
c: cell concentration due to the sample; u = c + xbar;
q: curvature in Q = QB + k*z - q*z^2, where z = c + x.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, curve_fit
from scipy.stats import t as student

# Supplied illustrative data
x = np.array([0.0, 0.4, 0.8, 1.2, 1.6])
Q = np.array([2.74, 3.49, 4.35, 5.08, 5.93])
blank = np.array([1.49, 1.53, 1.50])
sample_mL, cell_mL, standard_mgL = 10.0, 100.0, 100.0
F = cell_mL / sample_mL
n, m = len(x), len(blank)
xbar = x.mean()
d = x - xbar
Sxx = np.sum(d**2)
w = 1/n + 1/m
dof = n + m - 3
tcrit = student.ppf(0.975, dof)


def analyse(charges, blanks):
    """Line analysis along the last axis: returns u, b, s, mean, blank."""
    mean = np.mean(charges, axis=-1)
    base = np.mean(blanks, axis=-1)
    slope = charges @ d / Sxx
    res = charges - mean[..., None] - slope[..., None] * d
    ss = np.sum(res**2, axis=-1)
    ss = ss + np.sum((blanks - base[..., None])**2, axis=-1)
    return (mean - base)/slope, slope, np.sqrt(ss/dof), mean, base


def standard_error(u, slope, s):
    return s/slope*np.sqrt(w + u**2/Sxx)


def fieller(u, slope, s):
    g = tcrit**2*s**2/(slope**2*Sxx)
    half = tcrit*s/slope*np.sqrt(w*(1-g) + u**2/Sxx)
    return (u-half)/(1-g)-xbar, (u+half)/(1-g)-xbar, g


u, b, s, Qbar, QB = analyse(Q, blank)
a = Qbar - b*xbar
c = u - xbar
se = standard_error(u, b, s)
low, high, g = fieller(u, b, s)

# Direct nonlinear fit with the unknown concentration as a parameter
all_Q = np.concatenate([blank, Q])


def direct_line(_, base, k, conc):
    return np.concatenate([np.full(m, base), base + k*(x+conc)])


fit, cov = curve_fit(direct_line, np.arange(n+m), all_Q, p0=[1, 1, 1])
assert abs(fit[2]-c) < 1e-5
assert abs(np.sqrt(cov[2, 2])/se-1) < 1e-3


# Confidence limits by numerical inversion of the Student test
def test_function(conc):
    variance = s**2*(w + (conc+xbar)**2/Sxx)
    return (a-QB-b*conc)**2 - tcrit**2*variance


assert abs(brentq(test_function, c-0.5, c)-low) < 1e-9
assert abs(brentq(test_function, c, c+0.5)-high) < 1e-9

# Curved calibration: closed form against a direct four-parameter fit
p = d**2 - Sxx/n
Spp = np.sum(p**2)
q = -np.sum(p*Q)/Spp
R = Qbar - QB + q*Sxx/n
uq = 2*R/(b + np.sqrt(b**2 + 4*q*R))
cq = uq - xbar
kq = b + 2*q*uq
sq = np.sqrt((dof*s**2 - q**2*Spp)/(dof-1))
seq = sq/kq*np.sqrt(w + uq**2/Sxx + (uq**2-Sxx/n)**2/Spp)
se_curvature = sq/np.sqrt(Spp)


def direct_curve(_, base, k, conc, curv):
    z = x + conc
    return np.concatenate([np.full(m, base), base + k*z - curv*z**2])


fitq, covq = curve_fit(direct_curve, np.arange(n+m), all_Q,
                       p0=[1.5, 2, 0.6, 0], maxfev=10000)
assert abs(fitq[2]-cq) < 1e-4
assert abs(fitq[3]-q) < 1e-4
assert abs(np.sqrt(covq[2, 2])/seq-1) < 3e-3


# Bias from a straight fit to noise-free curved data
def straight_bias(conc, k, curv, additions):
    z = conc + additions
    slope, intercept = np.polyfit(additions, k*z-curv*z**2, 1)
    return intercept/slope-conc, slope


for trial_q in (-0.08, 0.05, 0.12):
    bias, slope = straight_bias(0.7, 2.0, trial_q, x)
    derived = trial_q*((0.7+xbar)**2-Sxx/n)/slope
    assert abs(bias-derived) < 1e-10

# Monte Carlo: scatter, coverage, and curvature that is hard to detect
rng = np.random.default_rng(7)
N = 200000
noise_Q = rng.normal(size=(N, n))
noise_B = rng.normal(size=(N, m))
truth = QB + b*(x+c)
um, bm, sm, _, _ = analyse(truth+s*noise_Q, QB+s*noise_B)
mc_sd = np.std(um-xbar)
assert abs(mc_sd/se-1) < 0.01

noise_factor = 5
um, bm, sm, _, _ = analyse(truth+noise_factor*s*noise_Q,
                          QB+noise_factor*s*noise_B)
lm, hm, gm = fieller(um, bm, sm)
assert np.max(gm) < 1 and np.min(bm) > 0
cover_fieller = np.mean((lm <= c) & (c <= hm))
half = tcrit*standard_error(um, bm, sm)
cover_simple = np.mean(abs(um-xbar-c) <= half)
assert abs(cover_fieller-0.95) < 0.0025

q_test = 0.05
k_test = b + 2*q_test*u
curved = QB + k_test*(x+c) - q_test*(x+c)**2
Qm, Bm = curved+s*noise_Q, QB+s*noise_B
um, bm, sm, _, _ = analyse(Qm, Bm)
lm, hm, _ = fieller(um, bm, sm)
cover_curved = np.mean((lm <= c) & (c <= hm))
qm = -(Qm @ p)/Spp
sqm = np.sqrt((dof*sm**2-qm**2*Spp)/(dof-1))
t_quad = student.ppf(0.975, dof-1)
detected = np.mean(abs(qm) > t_quad*sqm/np.sqrt(Spp))
bias_test, _ = straight_bias(c, k_test, q_test, x)
assert cover_curved < 0.90 and detected < 0.50

# Range of additions: random error against curvature bias
ranges = np.array([0.8, 1.6, 3.2])
range_se, range_bias = [], []
for span in ranges:
    xx = np.linspace(0, span, n)
    ssx = np.sum((xx-xx.mean())**2)
    range_se.append(s/b*np.sqrt(w+(c+xx.mean())**2/ssx))
    range_bias.append(straight_bias(c, k_test, q_test, xx)[0])
assert np.all(np.diff(range_se) < 0)
assert np.all(np.diff(range_bias) > 0)

# Neglected effects for these data
standard_rel, volume_rel = 0.01, 0.005
scale_rel = np.hypot(standard_rel, volume_rel)
combined = F*np.hypot(se, c*scale_rel)
weights = np.concatenate([np.full(m, -1/m), 1/n-u*d/Sxx])/b
levels = np.concatenate([np.full(m, QB), truth])
sigma_prop = s*levels/np.sqrt(np.mean(levels**2))
se_prop = np.sqrt(np.sum((weights*sigma_prop)**2))
added_mL = x*cell_mL/standard_mgL
diluted_c = (c*cell_mL+standard_mgL*added_mL)/(cell_mL+added_mL)
slope_d, intercept_d = np.polyfit(x, b*diluted_c, 1)
dilution_bias = intercept_d/slope_d-c
baseline_rel = 0.02
baseline_shift = baseline_rel*QB/b
activation_eV, temperature_K, drift_K = 0.5, 298.0, 0.2
kB_eV = const.k/const.e
gain = np.exp(activation_eV/kB_eV*(1/temperature_K
              - 1/(temperature_K+drift_K)))
thermal_shift = (a*gain-QB)/(b*gain)-c

# Copper thickness at the largest charge, for full current efficiency
diameter_cm, molar_g, density = 0.4, 63.546, 8.96
area = np.pi*diameter_cm**2/4
faraday = const.e*const.N_A
thickness = Q[-1]*1e-3*molar_g/(2*faraday*density*area)*1e7

print("additions (mg/L):", x)
print("charges (mC):", Q)
print("blanks (mC):", blank)
print(f"sample, cell volume: {sample_mL:.0f}, {cell_mL:.0f} mL; F={F:.0f}")
print(f"mean addition: {xbar:.3f} mg/L; Sxx: {Sxx:.3f} (mg/L)^2")
print(f"mean charge: {Qbar:.4f} mC; mean blank: {QB:.4f} mC")
print(f"slope: {b:.4f} mC L/mg; intercept: {a:.4f} mC")
print(f"pooled s: {s:.5f} mC; degrees of freedom: {dof}")
print(f"cell concentration: {c:.4f} mg/L; u: {u:.4f} mg/L")
print(f"variance terms 1/m, 1/n, u^2/Sxx: {1/m:.4f}, {1/n:.4f}, "
      f"{u**2/Sxx:.4f}")
print(f"standard error in cell: {se:.4f} mg/L")
print(f"bath concentration: {F*c:.3f} mg/L; se: {F*se:.3f} mg/L")
print(f"Student t: {tcrit:.4f}; Fieller g: {g:.5f}")
print(f"95% Fieller, cell: {low:.4f} to {high:.4f} mg/L")
print(f"95% Fieller, bath: {F*low:.3f} to {F*high:.3f} mg/L")
print(f"fitted q: {q:.4f}; its se: {se_curvature:.4f} mC L^2/mg^2")
print(f"sum p^2: {Spp:.4f} (mg/L)^4; quadratic s: {sq:.5f} mC")
print(f"quadratic fit: u={uq:.4f} mg/L; k={kq:.4f} mC L/mg")
print(f"quadratic variance terms w, line, curve: {w:.4f}, "
      f"{uq**2/Sxx:.4f}, {(uq**2-Sxx/n)**2/Spp:.4f}")
print(f"bath, curvature allowed: {F*cq:.3f}; se: {F*seq:.3f} mg/L")
print(f"se ratio, quadratic/linear: {seq/se:.3f}")
print(f"Monte Carlo sd, cell: {mc_sd:.4f} mg/L; samples: {N}")
print(f"coverage at {noise_factor} times noise, Fieller: "
      f"{100*cover_fieller:.2f}%")
print(f"coverage at same noise, simple t interval: {100*cover_simple:.2f}%")
print(f"test curvature: {q_test:.3f} mC L^2/mg^2")
print(f"its bath bias: {F*bias_test:.3f} mg/L")
print(f"linear Fieller coverage then: {100*cover_curved:.2f}%")
print(f"curvature detected at 5% level: {100*detected:.2f}% of runs")
for span, error, bias in zip(ranges, range_se, range_bias):
    print(f"range {span:.1f} mg/L: bath se {F*error:.3f}, "
          f"bias {F*bias:.3f} mg/L")
print(f"standard, volume errors: {100*standard_rel:.1f}%, "
      f"{100*volume_rel:.1f}%")
print(f"combined linear bath se: {combined:.3f} mg/L")
print(f"bath se, noise proportional to charge: {F*se_prop:.3f} mg/L")
print(f"standard solution: {standard_mgL:.0f} mg/L; "
      f"largest addition: {added_mL[-1]:.2f} mL")
print(f"bath bias, uncorrected dilution: {F*dilution_bias:.3f} mg/L")
print(f"bath shift, {100*baseline_rel:.0f}% baseline rise: "
      f"{F*baseline_shift:.3f} mg/L")
print(f"assumed activation energy: {activation_eV:.2f} eV; "
      f"T: {temperature_K:.0f} K")
print(f"bath shift, additions {drift_K:.1f} K warmer: "
      f"{F*thermal_shift:.3f} mg/L")
print(f"bath result if extrapolated to zero charge: {F*a/b:.3f} mg/L")
print(f"disc diameter: {10*diameter_cm:.1f} mm; "
      f"largest Cu thickness: {thickness:.2f} nm")
print("all good")
```

Output:

```
additions (mg/L): [0.  0.4 0.8 1.2 1.6]
charges (mC): [2.74 3.49 4.35 5.08 5.93]
blanks (mC): [1.49 1.53 1.5 ]
sample, cell volume: 10, 100 mL; F=10
mean addition: 0.800 mg/L; Sxx: 1.600 (mg/L)^2
mean charge: 4.3180 mC; mean blank: 1.5067 mC
slope: 1.9925 mC L/mg; intercept: 2.7240 mC
pooled s: 0.03052 mC; degrees of freedom: 5
cell concentration: 0.6110 mg/L; u: 1.4110 mg/L
variance terms 1/m, 1/n, u^2/Sxx: 0.3333, 0.2000, 1.2443
standard error in cell: 0.0204 mg/L
bath concentration: 6.110 mg/L; se: 0.204 mg/L
Student t: 2.5706; Fieller g: 0.00097
95% Fieller, cell: 0.5598 to 0.6649 mg/L
95% Fieller, bath: 5.598 to 6.649 mg/L
fitted q: -0.0313; its se: 0.0548 mC L^2/mg^2
sum p^2: 0.3584 (mg/L)^4; quadratic s: 0.03281 mC
quadratic fit: u=1.4384 mg/L; k=1.9026 mC L/mg
quadratic variance terms w, line, curve: 0.5333, 1.2931, 8.5348
bath, curvature allowed: 6.384; se: 0.555 mg/L
se ratio, quadratic/linear: 2.718
Monte Carlo sd, cell: 0.0204 mg/L; samples: 200000
coverage at 5 times noise, Fieller: 95.06%
coverage at same noise, simple t interval: 95.03%
test curvature: 0.050 mC L^2/mg^2
its bath bias: 0.419 mg/L
linear Fieller coverage then: 67.79%
curvature detected at 5% level: 12.12% of runs
range 0.8 mg/L: bath se 0.269, bias 0.232 mg/L
range 1.6 mg/L: bath se 0.204, bias 0.419 mg/L
range 3.2 mg/L: bath se 0.174, bias 0.943 mg/L
standard, volume errors: 1.0%, 0.5%
combined linear bath se: 0.215 mg/L
bath se, noise proportional to charge: 0.192 mg/L
standard solution: 100 mg/L; largest addition: 1.60 mL
bath bias, uncorrected dilution: 0.168 mg/L
bath shift, 2% baseline rise: 0.151 mg/L
assumed activation energy: 0.50 eV; T: 298 K
bath shift, additions 0.2 K warmer: 0.098 mg/L
bath result if extrapolated to zero charge: 13.671 mg/L
disc diameter: 4.0 mm; largest Cu thickness: 17.34 nm
all good
```
